Generation and Recombination Lifetimes for a Silicon Trap 0.20 eV off Midgap

**Question**

I have n-type silicon with 10¹⁵ donors per cm³ and one kind of trap, 0.20 eV from midgap. Its electron and hole capture lifetimes are equal, τ_n = τ_p = τ = 10 µs. I wanted the leakage of a reverse-biased junction at 300 K, so I took the generation rate in the depletion layer as n_i/τ, with n_i the intrinsic density. I was told that τ is a recombination lifetime and that depletion needs a separate generation lifetime.

I don't see why. The same traps do both jobs, and detailed balance ties emission to capture. How do the two lifetimes compare, and does it matter whether the trap is above or below midgap?

**Answer**

Detailed balance ties emission to capture through a factor that depends exponentially on the trap energy. Recombination in doped material is paced by capture, whereas generation in a depleted layer is paced by emission. The comparison follows from one rate law applied in two regimes.

**The rate law**

Let T be the thermal energy (Boltzmann's constant times temperature), E_t the trap level and E_i the intrinsic level, and define

x = (E_t − E_i)/T.

I first read "midgap" as E_i. Trap degeneracy is absorbed into E_t, and the carriers are non-degenerate. With trap density N_t and electron occupation f, the four rates per volume are

electron capture: c_n n N_t(1 − f)
electron emission: e_n N_t f
hole capture: c_p p N_t f
hole emission: e_p N_t(1 − f).

In equilibrium, electron capture and emission balance separately, so e_n = c_n n0(1 − f0)/f0. With Fermi level E_F,

n0 = n_i exp[(E_F − E_i)/T], (1 − f0)/f0 = exp[(E_t − E_F)/T].

E_F cancels in the product. The same argument for holes gives

e_n = c_n n1, n1 = n_i eˣ
e_p = c_p p1, p1 = n_i e⁻ˣ.

Hence n1 p1 = n_i². I assume that these coefficients keep their equilibrium values under bias.

In a steady state the net electron and hole captures are equal:

c_n[n(1 − f) − n1 f] = c_p[p f − p1(1 − f)].

Collecting the terms in f gives

f = (c_n n + c_p p1)/D
1 − f = (c_n n1 + c_p p)/D
D = c_n(n + n1) + c_p(p + p1).

Insert these in the net recombination rate U = N_t c_n[n(1 − f) − n1 f]. The terms c_n n n1 cancel, leaving

U = N_t c_n c_p(np − n_i²)/D.

With τ_n = 1/(c_n N_t) and τ_p = 1/(c_p N_t), dividing top and bottom by N_t c_n c_p gives

U = (np − n_i²)/[τ_p(n + n1) + τ_n(p + p1)].

**Generation in depletion**

Suppose np ≪ n_i² and n + p ≪ n1 + p1. With equal lifetimes, the generation rate G = −U becomes

G = n_i²/[τ(n1 + p1)] = n_i/(2τ cosh x).

Defining the generation lifetime by G = n_i/τ_g, with no extra factor of 2, we get

τ_g = 2τ cosh x.

The hyperbolic cosine is even, so for equal capture lifetimes the side of E_i does not matter.

At 300 K, T = 0.02585 eV and |x| = 0.20/0.02585 = 7.736. Thus 2 cosh x = 2290, and

τ_g = 2290 × 10 µs = 22,900 µs = 22.9 ms.

The physical reason is visible in the emission times. To generate a pair, the trap must emit an electron and then a hole. Your τ does not fix N_t, so I assume N_t = 10¹² cm⁻³, which makes both capture coefficients 1/(τN_t) = 10⁻⁷ cm³/s. For a trap above E_i the mean waits are then 1/e_n = 0.376 µs and 1/e_p = 1.97 × 10⁶ µs. Emission to the more distant band sets the pace. Below E_i, the roles are exchanged.

**Recombination in neutral material**

Add an excess Δ of both carriers. Equal excesses require little charge stored in the traps; here N_t = 10¹² cm⁻³ is a thousandth of the doping. Since n0 p0 = n_i²,

np − n_i² = (n0 + Δ)(p0 + Δ) − n0 p0 = Δ(n0 + p0 + Δ).

The lifetime Δ/U is therefore

Δ/U = τ(n0 + p0 + 2Δ + 2n_i cosh x)/(n0 + p0 + Δ).

At low injection, Δ ≪ n0 + p0, this becomes

τ_r = τ[1 + 2n_i cosh x/(n0 + p0)].

With n_i = 1.163 × 10¹⁰ cm⁻³, the correction is 1.163 × 10¹⁰ × 2290/10¹⁵ = 0.027, so τ_r = 10.27 µs. As a test, the nonlinear equations for free carriers and trap occupation were integrated in time from an excess of 10⁻⁴ n0. The late decay time was also 10.27 µs.

Here most traps already hold an electron. Hole capture is the slow step, and an electron from the large majority population soon refills the trap. The slow thermal emission that limits generation is not needed.

At high injection the trap lifetime tends to 2τ. This needs Δ well above both n0 + p0 and n1 + p1, but low enough for Auger recombination to stay small. With a rough Auger coefficient C = 3 × 10⁻³¹ cm⁶/s, CΔ² equals 1/(2τ) near Δ = 4 × 10¹⁷ cm⁻³. The coefficient measured at high injection is larger, about 1.7 × 10⁻³⁰ cm⁶/s, which moves this crossover down to about 1.7 × 10¹⁷ cm⁻³. The high-injection figure in the numerical output counts traps alone.

**The ratio and its limits**

Dividing the two results gives

τ_r/τ_g = 1/(2 cosh x) + n_i/(n0 + p0).

For your material the right side is 4.37 × 10⁻⁴ + 0.12 × 10⁻⁴, so

τ_g/τ_r ≈ 2230.

Both terms are positive, so the ratio stays below (n0 + p0)/n_i, which is 8.6 × 10⁴ here. For a trap at E_i in this doped material, the ratio is 2. In undoped material with so few traps that their charge is negligible, n0 + p0 = 2n_i, and the low-injection formula becomes

τ_g/τ_r = 2 cosh x/(1 + cosh x),

which lies between 1 and 2. With equal capture lifetimes, a large separation therefore needs both an off-centre trap and sufficient doping.

Between 250 and 400 K, heating reduces the ratio. Holding n0 and the capture coefficients fixed, the ratio falls from about 10,750 at 250 K to 111 at 400 K. At 400 K, τ_g has dropped to 3310 µs, while τ_r has risen to 29.7 µs because n1 + p1 is no longer small compared with the doping.

**What this does to your leakage estimate**

Take a junction to a p-side doped 10¹⁸ cm⁻³, at 5 V reverse bias. The built-in potential is T ln(N_D N_A/n_i²), or 0.766 V, so the total drop is V = 5.766 V. I neglect the small drop on the p-side.

In atomic units, Poisson's equation gives the electron energy rise at distance s from the neutral n-side edge as φ = 2πN_D s²/κ. Setting φ = V at s = W gives

W = √[κV/(2πN_D)] = 2731 nm

for relative permittivity κ = 11.7. Neglecting carriers in transit, which are far fewer than n1 + p1, I take the densities within this layer as

n = N_D exp(−φ/T), p = N_A exp[−(V − φ)/T].

Integrating −U with these densities gives the same generation as a fully depleted layer 2330 nm wide. The missing 400 nm lies near the edges. On the n-side, n falls to n1 + p1 = 2.66 × 10¹³ cm⁻³ about 350 nm from the neutral edge. On the other side, p reaches that value about 65 nm from the junction. Together these distances roughly match the lost width. The parabolic potential is crude within a few Debye lengths (about 130 nm) of the neutral edge. Solving Poisson's equation with the free carriers included gives an effective width of about 2380 nm, shortens the 65 nm to about 55 nm, and raises the generation current below by about 2%.

The generation current density is

J_g = e n_i W_eff/τ_g
= (1.602 × 10⁻¹⁹)(1.163 × 10¹⁰)(2.330 × 10⁻⁴)/(0.0229)
= 1.90 × 10⁻¹¹ A/cm².

Using τ_r and the full width would give 4.96 × 10⁻⁸ A/cm², about 2600 times too much within this model.

The neutral n-side also supplies holes. There, DΔp″ = Δp/τ_r, with Δp = −p0 at the depletion edge and zero far away. The solution is Δp = −p0 exp(−s/L), where s now runs into the neutral region and L = √(Dτ_r). Its slope at the edge gives

J_d = e p0 √(D/τ_r).

With hole mobility 450 cm²/Vs, D = 11.6 cm²/s and J_d = 2.31 × 10⁻¹¹ A/cm². This is comparable with J_g, so assigning the whole leakage to depletion generation would make τ_g look about half its model value. The estimate assumes a neutral region much thicker than L = 1.09 × 10⁵ nm.

**How far to trust it for real silicon**

The material inputs are rough typical values, and 10 µs is short compared with the millisecond lifetimes possible in clean silicon. The n_i used here is about 20% above the measured value near 9.65 × 10⁹ cm⁻³; with the measured value, J_g and J_d both come to about 1.6 × 10⁻¹¹ A/cm². The assumption of a single trap species is also delicate. Suppose a second trap sits at E_i with the same capture coefficients but a thousandth of the density. Its τ is 10,000 µs and its τ_g is 20,000 µs. Generation rates add, so the combined τ_g falls to about 10,700 µs, while the recombination rate changes by only about 0.1%. A good recombination lifetime therefore does not by itself fix the leakage.

Equal capture is another idealisation. For unequal values,

τ_g = τ_p eˣ + τ_n e⁻ˣ.

If τ_p becomes ten times τ_n at fixed τ_n, an upper trap in your n-type material keeps nearly the same ratio, because both lifetimes follow τ_p. For a lower trap, τ_g follows τ_n while τ_r follows τ_p, and the ratio falls about tenfold. The side of midgap then matters.

The level itself also needs care. With the band masses listed in the output, E_i lies 0.001 eV above the true gap centre. If your 0.20 eV is measured from that centre, τ_g changes by about 4%, down for an upper trap and up for a lower one. This shift is sensitive to the masses: with a hole mass of 0.81 electron masses, E_i lies 0.006 eV below the centre, and τ_g rises by 25% for an upper trap and falls by 20% for a lower one. If E_t excludes degeneracy, an empty-to-full state weight of 2 doubles τ_g for the upper trap, and a weight of 1/2 halves it.

In the depletion approximation used here, the peak field is 2V/W = 0.042 MV/cm. Holes spilling over from the heavily doped p-side raise the field to about 0.064 MV/cm at the junction, but very little generation occurs there. The field stays well below a rough breakdown value of 0.3 MV/cm, but it can still assist emission. For an upper trap that is negative after emitting a hole, the hole's potential energy −1/(κr) − Fr along the field has its maximum at −2√(F/κ). This lowers the barrier by 0.046 eV at 0.042 MV/cm. Averaging over direction and over the layer's range of fields raises hole emission by a factor of about 1.7 if the hole crosses the barrier without scattering; in the opposite, diffusive (Onsager) limit the factor is about 1.2. τ_g would shorten by roughly this factor. A separate semiclassical estimate of thermally assisted tunnelling, with a rough hole mass of 0.25 electron masses, gives about 1.3, but this one-dimensional estimate is unreliable at so low a field, because the energies that matter lie just under the band edge, where the semiclassical action is of order one. The exact three-dimensional density of states in a uniform field, weighted thermally, gains only exp[F²/(24mT³)] in atomic units, with m the hole mass, which is 1.01 at 0.042 MV/cm. Tunnelling is therefore not shown to matter here. Surface generation is left out and would add to the leakage.

The remaining values are in the numerical output below.

Values computed for the example and the checks

```
Trap distance from intrinsic level: 0.20 eV
Capture coefficient, each carrier: 1.0e-07 cm^3/s
Trap density: 1.0e+12 cm^-3
Capture lifetime tau: 10.00 us
Donor doping n0: 1.0e+15 cm^-3
Rough masses, electron/hole: 1.09 / 1.15 m_e
Rough gap at 300 K: 1.12 eV
Rough gap slope: -2.7e-04 eV/K
Thermal energy at 300 K: 0.025852 eV
Reduced trap distance x: 7.7363
Intrinsic density: 1.163e+10 cm^-3
Equilibrium holes p0: 1.353e+05 cm^-3
n1, upper trap: 2.663e+13 cm^-3
p1, upper trap: 5.078e+06 cm^-3
Electron emission time: 0.3755 us
Hole emission time: 1.9691e+06 us
Depletion generation rate: 5.078e+11 cm^-3 s^-1
Generation lifetime: 22900.9 us = 22.90 ms
Recombination lifetime, formula: 10.266 us
Recombination lifetime, decay: 10.266 us
2 cosh(x): 2290.1
Lifetime ratio at this doping: 2230.7
Upper bound of ratio: 8.598e+04
Ratio for trap at intrinsic level: 2.000
High-injection lifetime: 19.990 us
250 K: tau_r 10.01 us, tau_g 107602.5 us, ratio 10750.4
300 K: tau_r 10.27 us, tau_g 22900.9 us, ratio 2230.7
350 K: tau_r 13.07 us, tau_g 7583.6 us, ratio 580.3
400 K: tau_r 29.72 us, tau_g 3310.5 us, ratio 111.4
Intrinsic level above true midgap: 0.00104 eV
tau_g factors, true midgap -/+: 1.041 / 0.961
tau_g factors, weights 0.5/2: 0.500 / 2.000
Carrier degeneracy error: 1.24e-05
Rough radiative coefficient: 5.0e-15 cm^3/s
Rough Auger coefficient: 3.0e-31 cm^6/s
Radiative plus Auger / trap rate: 5.44e-05
Junction acceptors: 1.0e+18 cm^-3
Reverse bias / built-in: 5.0 / 0.766 V
Rough relative permittivity: 11.7
Depletion width: 2730.6 nm
Effective generation width: 2330.4 nm
Generation current: 1.896e-11 A/cm^2
Current if tau_r were used: 4.956e-08 A/cm^2
Rough hole mobility: 450 cm^2/Vs
Neutral diffusion length: 1.093e+05 nm
Diffusion current: 2.307e-11 A/cm^2
Peak field: 0.0422 MV/cm
Rough breakdown field: 0.3 MV/cm
Peak Coulomb barrier lowering: 0.0456 eV
Coulomb factor, peak/mean: 2.25 / 1.69
Rough tunnelling mass: 0.25 m_e
Tunnel factor, peak/mean: 1.56 / 1.30
```
